# Hyperfine splitting, nuclear Schottky peak and moment gauge of ordered holmium: a program that tests the result

```python
"""
Nuclear hyperfine levels of ordered holmium (Ho3+, 4f10, J=8, nuclear I=7/2).
Result under test: H = A J.I with A = alpha^2 g_N/(2 m_p) <r^-3> (23/30)
(atomic units) gives eight levels of spacing Delta = A |<J>|, a Schottky peak
near 0.9 R, entropy R ln 8, and the moment gauge mu/mu_B = g_J Delta/A.
Symbols: g_N nuclear g factor, m_p proton mass, <r^-3> 4f radial average,
P quadrupole coefficient of I_z^2, x = Delta/(k T), R gas constant.
The radial average comes from a nonrelativistic exchange-only LDA ion.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import eigh, expm
from scipy.optimize import minimize_scalar
from scipy.special import lpmv

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10      # angstrom
KB = const.k / const.e                                     # eV/K
ALPHA = const.fine_structure
M_P = const.m_p / const.m_e
G_N = 1.2                  # rough measured input
Q_ANG2 = 3.6e-8            # rough measured input, angstrom^2
J, I = 8.0, 3.5
G_J = (6 + 2 * 2) / J      # stretched state: (M_L + 2 M_S)/J


def spin_matrices(j):
    """x, y, z matrices, basis ordered from m=j down to m=-j."""
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2 + 0j,
            (raising - raising.T) / 2j, np.diag(m) + 0j]


# ---------- radial ion: Gaussian basis on a logarithmic grid ----------
log_r = np.linspace(math.log(1e-7), math.log(50.0), 3000)
r = np.exp(log_r)
weight = r * (log_r[1] - log_r[0])


def radial_basis(l):
    a = 0.03 * 2.0 ** np.arange(26 - 2 * l)
    u = r ** (l + 1) * np.exp(-np.outer(a, r ** 2))
    u /= np.sqrt((u ** 2 * weight).sum(axis=1))[:, None]
    du = ((l + 1) / r - 2 * np.outer(a, r)) * u
    kinetic = 0.5 * (du * weight) @ du.T
    kinetic += 0.5 * l * (l + 1) * (u * weight / r ** 2) @ u.T
    return u, kinetic, (u * weight) @ u.T


bases = [radial_basis(l) for l in range(4)]

# hydrogenic 4f check of basis and quadrature
z_test = 24.0
u, kin, ovl = bases[3]
vec = eigh(kin - (u * weight * z_test / r) @ u.T, ovl)[1][:, 0]
hyd_numeric = np.sum((vec @ u) ** 2 / r ** 3 * weight)
hyd_formula = z_test ** 3 / (4 ** 3 * 3 * 3.5 * 4)
assert abs(hyd_numeric / hyd_formula - 1) < 1e-3

Z = 67.0
shells = {0: [2] * 5, 1: [6] * 4, 2: [10] * 2, 3: [10]}
n_electrons = sum(sum(s) for s in shells.values())
assert n_electrons == 64
potential = -(4 + 63 / (1 + 2.7 * r) ** 2) / r
change = 1.0
for iteration in range(500):
    density = np.zeros_like(r)
    kinetic_energy = 0.0
    for l, occupations in shells.items():
        u, kin, ovl = bases[l]
        vectors = eigh(kin + (u * weight * potential) @ u.T, ovl)[1]
        for k, occ in enumerate(occupations):
            c = vectors[:, k]
            orbital = c @ u
            density += occ * orbital ** 2
            kinetic_energy += occ * (c @ kin @ c)
    f_orbital = orbital        # the last shell treated is 4f
    inner = cumulative_trapezoid(density * r, log_r, initial=0)
    outer = cumulative_trapezoid(density, log_r, initial=0)
    v_hartree = inner / r + outer[-1] - outer
    v_exchange = -(3 * density / (4 * math.pi * r ** 2) / math.pi) ** (1 / 3)
    new_potential = -Z / r + v_hartree + v_exchange
    change = np.max(np.abs((new_potential - potential) * r))
    if change < 1e-7:
        break
    potential = potential + 0.3 * (new_potential - potential)
assert change < 1e-5
potential_energy = np.sum(
    density * weight * (-Z / r + 0.5 * v_hartree + 0.75 * v_exchange))
virial = -potential_energy / kinetic_energy
assert abs(virial - 2) < 5e-4      # finite basis and trapezoid rule
r3 = np.sum(f_orbital ** 2 / r ** 3 * weight)

# ---------- angular factor of the 4f10 ground multiplet ----------
nodes, node_weights = np.polynomial.legendre.leggauss(12)
phi = np.arange(16) * 2 * math.pi / 16
ct, ph = np.meshgrid(nodes, phi, indexing="ij")
solid = np.repeat(node_weights[:, None], 16, axis=1) * 2 * math.pi / 16
st = np.sqrt(1 - ct ** 2)
unit = [st * np.cos(ph), st * np.sin(ph), ct]
harmonics = []
for m in range(3, -4, -1):
    q = abs(m)
    norm = math.sqrt(7 / (4 * math.pi) * math.factorial(3 - q)
                     / math.factorial(3 + q))
    y = norm * lpmv(q, 3, ct) * np.exp(1j * q * ph)
    harmonics.append(y if m >= 0 else (-1) ** q * y.conj())
Y = np.array(harmonics).reshape(7, -1)
rr = [(Y.conj() * (solid * n * unit[2]).ravel()) @ Y.T for n in unit]
orb, spn = spin_matrices(3), spin_matrices(0.5)
N_z = np.kron(orb[2], np.eye(2)) - np.kron(np.eye(7), spn[2])
N_z = N_z + 3 * sum(np.kron(rr[a], spn[a]) for a in range(3))
J_y = np.kron(orb[1], np.eye(2)) + np.kron(np.eye(7), spn[1])
occupied = np.kron(np.eye(7), np.diag([1, 0]))
occupied = occupied + np.kron(np.diag([1, 1, 1, 0, 0, 0, 0]), np.diag([0, 1]))
cos2 = [(23 - 2 * m * m) / 45 for m in (3, 2, 1)]
N_stretched = 6 + sum(0.5 - 1.5 * c for c in cos2)
assert abs(np.trace(occupied @ N_z) - N_stretched) < 1e-10
assert abs(N_stretched - 92 / 15) < 1e-12
# coherent states fix the operator in the multiplet: N must follow J
for beta in (0.4, 1.1, 2.3):
    rot = expm(-1j * beta * J_y)
    value = np.trace(rot @ occupied @ rot.conj().T @ N_z)
    assert abs(value - N_stretched * math.cos(beta)) < 1e-9
quad_angle = np.trace(
    occupied @ np.kron(3 * rr[2] - np.eye(7), np.eye(2))).real
assert abs(quad_angle + 4 / 15) < 1e-10

# ---------- hyperfine constants ----------
A = ALPHA ** 2 * G_N / (2 * M_P) * r3 * N_stretched / J * HARTREE
delta = A * J
P = Q_ANG2 / BOHR ** 2 * (4 / 15) * r3 / 28 * HARTREE
assert 0.25 < delta / KB < 0.40

# ---------- full electron-nuclear problem ----------
Jm, Im = spin_matrices(J), spin_matrices(I)
coupling = A * sum(np.kron(Jm[a], Im[a]) for a in range(3))
h = 3e-3
levels = np.linalg.eigvalsh(np.kron(-h * Jm[2], np.eye(8)) + coupling)[:8]
m_low = np.arange(-I, I)
correction = A ** 2 * J * (m_low + 1) / h
residual = np.diff(levels) - delta - correction
assert np.max(np.abs(residual)) < 0.03 * np.max(np.abs(correction))

# reduced moment: ordering field along x, hard axis z
D = 6e-3
electronic = -h * Jm[0] + D * Jm[2] @ Jm[2]
e_el, v_el = np.linalg.eigh(electronic)
ground = v_el[:, 0]
jx_true = (ground.conj() @ Jm[0] @ ground).real
reduced = np.linalg.eigvalsh(np.kron(electronic, np.eye(8)) + coupling)[:8]
delta_reduced = (reduced[-1] - reduced[0]) / 7
mu_gauge, mu_true = G_J * delta_reduced / A, G_J * jx_true
assert jx_true < 0.95 * J
assert abs(mu_gauge / mu_true - 1) < 3e-3


# ---------- heat capacity and entropy ----------
def heat_capacity(energies, kT):
    """C/R from the energy variance of explicit levels."""
    e = (np.asarray(energies) - np.min(energies)) / kT
    p = np.exp(-e)
    p /= p.sum()
    return p @ (e - p @ e) ** 2


def closed_form(x):
    return (x / 2 / math.sinh(x / 2)) ** 2 - (4 * x / math.sinh(4 * x)) ** 2


def peak(energies):
    best = minimize_scalar(lambda t: -heat_capacity(energies, KB * t),
                           bounds=(0.1, 1.0), method="bounded",
                           options={"xatol": 1e-8})
    return best.x, -best.fun


ladder = np.arange(8.0)
for x in (0.2, 1.0, 3.0):
    assert abs(heat_capacity(ladder * x, 1.0) - closed_form(x)) < 1e-10
x_small = 0.03
tail = 21 / 4 * x_small ** 2 - 273 / 16 * x_small ** 4
assert abs(heat_capacity(ladder * x_small, 1.0) / tail - 1) < 3e-5
entropy = quad(lambda x: heat_capacity(ladder * x, 1.0) / x,
               1e-7, 60, limit=200, points=[1.0, 5.0])[0]
assert abs(entropy - math.log(8)) < 1e-6
m_all = np.arange(-I, I + 1)
T_peak, C_peak = peak(delta * m_all)
T_quad, C_quad = peak(delta * m_all + P * m_all ** 2)
assert abs(C_peak - 0.9) < 0.01
assert abs(C_quad - C_peak) < 0.03
steps = np.diff(delta * m_all + P * m_all ** 2)
assert np.allclose(steps, delta + (2 * m_low + 1) * P, rtol=1e-10)
C_2K = heat_capacity(delta * m_all, 2 * KB)
delta_tail = 2 * KB * math.sqrt(C_2K / (21 / 4))

# ---------- spin-incoherent neutron lines at 1 K ----------
x1 = delta / KB
pauli = [2 * s for s in spn]
scatter = sum(np.kron(Im[a], pauli[a]) for a in range(3))
rates = 0.5 * (np.abs(scatter.reshape(8, 2, 8, 2)) ** 2).sum(axis=(1, 3))
pop = np.exp(-x1 * np.arange(I, -I - 1, -1))
pop /= pop.sum()
elastic = np.diag(rates) @ pop
loss = sum(pop[i] * rates[i - 1, i] for i in range(1, 8))
gain = sum(pop[i] * rates[i + 1, i] for i in range(7))
polar = 4 / math.tanh(4 * x1) - 0.5 / math.tanh(x1 / 2)
total = I * (I + 1)
assert abs(loss - polar / (1 - math.exp(-x1))) < 1e-10
assert abs(gain - loss * math.exp(-x1)) < 1e-10
assert abs(elastic + loss + gain - total) < 1e-10

print(f"nuclear g factor (rough input): {G_N:.1f}")
print(f"nuclear quadrupole moment (rough input): {Q_ANG2:.1e} angstrom^2")
print(f"hydrogenic 4f <r^-3>, numeric/formula: {hyd_numeric/hyd_formula:.6f}")
print(f"LDA ion virial ratio -V/T: {virial:.6f}")
print(f"4f <r^-3>: {r3 / BOHR**3:.2f} angstrom^-3")
print(f"<N_z> in stretched state: {N_stretched:.6f}")
print(f"N/J ratio: {N_stretched / J:.6f}")
print(f"Lande factor g_J: {G_J:.3f}")
print(f"full moment g_J J: {G_J * J:.2f} mu_B")
print(f"hyperfine constant A: {A:.3e} eV")
print(f"level spacing Delta: {delta:.3e} eV")
print(f"Delta/k: {delta / KB:.4f} K")
print(f"total span 7 Delta: {7 * delta:.3e} eV")
print(f"quadrupole coefficient P: {P:.3e} eV")
print(f"smallest step with P: {steps.min():.3e} eV")
print(f"largest step with P: {steps.max():.3e} eV")
print(f"ordering field h (model): {h:.1e} eV")
print(f"largest transverse step correction: {correction.max():.2e} eV")
print(f"largest residual after correction: {np.abs(residual).max():.2e} eV")
print(f"peak position k T/Delta: {KB * T_peak / delta:.4f}")
print(f"peak temperature: {T_peak:.4f} K")
print(f"peak height C/R: {C_peak:.4f}")
print(f"peak temperature with P: {T_quad:.4f} K")
print(f"peak height C/R with P: {C_quad:.4f}")
print(f"entropy integral S/R: {entropy:.6f}")
print(f"ln 8: {math.log(8):.6f}")
print(f"C/R at 2 K: {C_2K:.5f}")
print(f"Delta from leading tail at 2 K: {delta_tail:.3e} eV")
print(f"relative tail bias in Delta: {100*(delta_tail/delta-1):.2f} %")
print(f"neutron elastic fraction at 1 K: {elastic / total:.4f}")
print(f"neutron energy-loss fraction at 1 K: {loss / total:.4f}")
print(f"neutron energy-gain fraction at 1 K: {gain / total:.4f}")
print(f"gauge Delta per moment: {A / G_J:.3e} eV per mu_B")
print(f"moment error for 1e-6 eV error: {1e-6 * G_J / A:.3f} mu_B")
print(f"hard-axis constant D (model): {D:.1e} eV")
print(f"model electronic gap: {e_el[1] - e_el[0]:.3e} eV")
print(f"model reduced spacing: {delta_reduced:.3e} eV")
print(f"model moment from gauge: {mu_gauge:.4f} mu_B")
print(f"model moment from electronic state: {mu_true:.4f} mu_B")
print("verified")
```

Running it gives:

```
nuclear g factor (rough input): 1.2
nuclear quadrupole moment (rough input): 3.6e-08 angstrom^2
hydrogenic 4f <r^-3>, numeric/formula: 1.000027
LDA ion virial ratio -V/T: 2.000003
4f <r^-3>: 74.98 angstrom^-3
<N_z> in stretched state: 6.133333
N/J ratio: 0.766667
Lande factor g_J: 1.250
full moment g_J J: 10.00 mu_B
hyperfine constant A: 4.034e-06 eV
level spacing Delta: 3.227e-05 eV
Delta/k: 0.3745 K
total span 7 Delta: 2.259e-04 eV
quadrupole coefficient P: 3.702e-07 eV
smallest step with P: 3.005e-05 eV
largest step with P: 3.449e-05 eV
ordering field h (model): 3.0e-03 eV
largest transverse step correction: 1.52e-07 eV
largest residual after correction: 1.17e-09 eV
peak position k T/Delta: 1.0249
peak temperature: 0.3838 K
peak height C/R: 0.8995
peak temperature with P: 0.3651 K
peak height C/R with P: 0.8695
entropy integral S/R: 2.079442
ln 8: 2.079442
C/R at 2 K: 0.16481
Delta from leading tail at 2 K: 3.054e-05 eV
relative tail bias in Delta: -5.37 %
neutron elastic fraction at 1 K: 0.4101
neutron energy-loss fraction at 1 K: 0.3495
neutron energy-gain fraction at 1 K: 0.2404
gauge Delta per moment: 3.227e-06 eV per mu_B
moment error for 1e-6 eV error: 0.310 mu_B
hard-axis constant D (model): 6.0e-03 eV
model electronic gap: 1.599e-02 eV
model reduced spacing: 2.817e-05 eV
model moment from gauge: 8.7309 mu_B
model moment from electronic state: 8.7298 mu_B
verified
```
